PAW and ultrasoft pseudopotentials: same orbitals' basis, different one-centre energy

Two electrons move in the field of a model ion, and half an electron is then removed. With orbitals expanded up to a kinetic energy of 10 Ha, the PAW total energy lies 0.013 Ha above its own complete-basis limit, and the ultrasoft energy lies 0.010 Ha above its own. If the PAW calculation is repeated with a smaller matching radius, 0.8 bohr instead of 1.2 bohr, the error becomes 0.26 Ha. Changing the method lowered the cutoff error by about a quarter of the PAW value; changing the radius multiplied it by twenty. Yet the two complete-basis energies are not the same: they differ by 0.014 Ha.

These numbers conflict with a natural belief: that PAW works with all-electron orbitals and ultrasoft pseudopotentials with smooth ones, so that the two need different basis sets. A difference in cutoff between two calculations can come from their ingredients, such as the matching radius, rather than from the method. To see what belongs to the method, both must be built from the same ingredients.

**The shared transformation**

I use Hartree units, real functions, one s shell with f electrons, and a local exchange energy. In the reference atom, with effective potential v_ref, take partial waves obeying

(T + v_ref) φ_i = ε_i φ_i,  T = −½∇².

Choose smooth partners φ̃_i and a smooth potential ṽ_ref that join φ_i and v_ref at a radius r_c and equal them beyond it. The functions

χ_j = (ε_j − T − ṽ_ref) φ̃_j

then vanish outside r_c. With B_ij = ⟨φ̃_i|χ_j⟩, define projectors

p_i = Σ_j χ_j (B⁻¹)_ji.

They satisfy ⟨φ̃_k|p_i⟩ = Σ_j B_kj (B⁻¹)_ji = δ_ki. A smooth orbital ψ̃ is turned into a true one by

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) P_i,  P_i = ⟨p_i|ψ̃⟩.

Suppose the partial waves are complete enough that ψ̃ = Σ_j φ̃_j P_j inside the sphere. Then ψ = Σ_j φ_j P_j there, while ψ = ψ̃ outside. Replacing the inner part of the norm gives

⟨ψ|ψ⟩ = ⟨ψ̃|ψ̃⟩ + Σ_ij P_i q_ij P_j = ⟨ψ̃|S|ψ̃⟩,

S = 1 + Σ_ij |p_i⟩ q_ij ⟨p_j|,  q_ij = ∫_in (φ_i φ_j − φ̃_i φ̃_j) d³r,

where "in" means r < r_c. Nothing so far says whether the calculation will be PAW or ultrasoft. Both have smooth orbitals as variables, and both can rebuild ψ.

**Where the methods part**

Let F[n] be the sum of the ion, Hartree and exchange energies of a density n, and F̃[n] the same with a smooth ion potential ṽ_ion that equals the true one, v_ion, outside r_c. With occupancies ρ_ij = f P_i P_j, define

ñ = f ψ̃²,  n̂ = Σ_ij ρ_ij Q̂_ij,
n¹ = Σ_ij ρ_ij φ_i φ_j,  ñ¹ = Σ_ij ρ_ij φ̃_i φ̃_j.

The augmentation function Q̂_ij lives inside the sphere and carries charge q_ij, so n¹ and ñ¹ + n̂ hold equal charge there. The PAW energy is

E = f⟨ψ̃|T|ψ̃⟩ + F̃[ñ + n̂] + ΔE(ρ),

ΔE(ρ) = Σ_ij ρ_ij ΔT_ij + F[n¹] − F̃[ñ¹ + n̂],

ΔT_ij = ½∫_in (∇φ_i·∇φ_j − ∇φ̃_i·∇φ̃_j) d³r,

with both functionals in ΔE restricted to the sphere. For the local terms this replaces the smooth inner part by the true one. The Hartree energy is not local, so write the true density as A + O and the smooth one as B + O, where A = n¹ and B = ñ¹ + n̂ are the inner parts and O is the common outer part. Then

E_H[A + O] = E_H[A] + (A|O) + E_H[O],

where (A|O) is the mutual Coulomb energy. Spherical charges of equal size act equally on the outside, so (A|O) = (B|O), and

E_H[A + O] = E_H[B + O] + E_H[A] − E_H[B].

For non-spherical densities the higher multipoles must match as well.

The ultrasoft energy keeps the first two terms of E and replaces ΔE by its linear expansion about the reference occupancies ρ⁰:

ΔE_US(ρ) = ΔE(ρ⁰) + Σ_ij (ρ_ij − ρ⁰_ij) G_ij,  G_ij = ∂ΔE/∂ρ_ij at ρ⁰.

The G_ij are the fixed ionic coefficients of an ultrasoft potential. PAW recomputes the one-centre densities n¹ and ñ¹ from the current ρ; the ultrasoft method uses numbers stored from the reference atom.

**The equation for the orbitals**

Vary ψ̃ with ⟨ψ̃|S|ψ̃⟩ = 1 held by a multiplier fε. Since δρ_ij = f(δP_i P_j + P_i δP_j), every term carries the factor 2f, which cancels. The result is

[T + ṽ + Σ_ij |p_i⟩ D_ij ⟨p_j|] ψ̃ = ε S ψ̃,

D_ij = ∫ṽ Q̂_ij d³r + ∂ΔE/∂ρ_ij,

where ṽ is the derivative of F̃ at ñ + n̂. In the ultrasoft case the last derivative is the constant G_ij.

At the reference the two agree with the true atom. Choose ṽ_ion so that ṽ = ṽ_ref there. Differentiating ΔE gives

G_ij = ΔT_ij + ∫_in v¹ φ_i φ_j d³r − ∫_in ṽ¹ (φ̃_i φ̃_j + Q̂_ij) d³r,

where v¹ and ṽ¹ are the potentials of the inner densities. They differ from v_ref and ṽ_ref by the same constant, due to the outer charge, and this constant drops out because φ_i φ_j and φ̃_i φ̃_j + Q̂_ij have equal charge. The Q̂_ij terms cancel in D_ij. The surface terms from integrating ΔT_ij by parts cancel too, since the partial waves join smoothly. Hence

D_ij = ⟨φ_i|T + v_ref|φ_j⟩_in − ⟨φ̃_i|T + ṽ_ref|φ̃_j⟩_in
  = ε_j ⟨φ_i|φ_j⟩_in − ⟨φ̃_i|ε_j φ̃_j − χ_j⟩_in
  = ε_j q_ij + B_ij.

Inserting ψ̃ = φ̃_1 and ε = ε_1, the local part gives (T + ṽ_ref − ε_1)φ̃_1 = −χ_1, and the projector part gives Σ_i p_i B_i1 = χ_1. They add to zero. The smooth reference orbital therefore solves both problems with the true eigenvalue.

**Why the cutoff is nearly common**

Rearrange the orbital equation:

(T − ε) ψ̃ = −ṽ ψ̃ − Σ_i p_i a_i,  a_i = Σ_j (D_ij − ε q_ij) P_j.

For a plane-wave component of wave number k, the left side is (k²/2 − ε) ψ̃(k). The short waves in ψ̃ are thus fed by the smooth potential and by the short waves in p_i. The projectors are common to both methods, and ṽ changes only through the self-consistent density. The method enters directly through the amplitudes a_i, and indirectly through the self-consistent ṽψ̃. It can change the size of the cutoff error, but it does not put sharper functions into the problem. A smaller r_c does.

In the example the ion potential is −(2 + e^(−3r))/r, and the system is enclosed in a hard sphere of radius 8 bohr. The reference has f = 2 and the test state f = 1.5. The two partial waves are the lowest s states of the reference, at −0.851 and 0.082 Ha. Inside r_c, each rφ̃_i is an odd polynomial matched in value and three derivatives, and ṽ_ref is quadratic in r, matched in value and slope. The smooth augmentation is q_ij times a normalised (1 − r²/r_c²)². Orbitals are sums of sin(kr)/r that vanish at the wall; a spectral finite-element grid supplies the complete-basis limits. For the test state, the errors relative to each calculation's own limit are, in Ha:

5 Ha cutoff: PAW 0.204, ultrasoft 0.170
10 Ha: PAW 0.0128, ultrasoft 0.0099
20 Ha: PAW 0.00066, ultrasoft 0.00075
40 Ha: PAW 0.000052, ultrasoft 0.000063

The ultrasoft error is the smaller at the two lower cutoffs and the larger at the two higher ones, so neither method has a consistent advantage here. The bare ion, treated without any transformation, still has an error of 0.28 Ha at 40 Ha.

**What the linear expansion costs**

Define the remainder R(ρ) = ΔE(ρ) − ΔE_US(ρ). Its value and gradient vanish at ρ⁰, so R is of second order in δρ = ρ − ρ⁰. The coefficients D_ij, which contain a derivative of ΔE, differ at first order, and so do the self-consistent orbitals. Sharing a transformation does not make the orbitals identical away from the reference.

Removing 0.04 electron from the reference gives a PAW–ultrasoft energy difference of 7.1×10⁻⁵ Ha; removing 0.02 gives 1.7×10⁻⁵ Ha, smaller by a factor of 4.05. The distance between the smooth orbitals, the square root of ∫(ψ̃_PAW − ψ̃_US)² d³r, falls from 1.49×10⁻³ to 0.74×10⁻³, a factor of 2.01.

One might expect R to be the whole energy difference, but the orbitals relax differently, and that also counts at second order. The variational principle brackets the result. Let E_PAW and E_US be the two minima, reached with occupancies ρ_P and ρ_U. The PAW orbital is a trial orbital for the ultrasoft functional, and conversely, because both obey the same constraint with the same S. Therefore

E_PAW ≥ E_US + R(ρ_P),  E_PAW ≤ E_US + R(ρ_U).

The difference E_PAW − E_US thus lies between R(ρ_P) and R(ρ_U), which for f = 1.5 are 0.0123 and 0.0167 Ha. The energies themselves give

E_PAW − E_US = −3.4673 + 3.4816 = 0.0143 Ha = 0.39 eV.

The all-electron energy is −3.4676 Ha. PAW is too high by 0.0003 Ha, an error that comes from the one approximation in its derivation, that the two partial waves represent ψ̃ completely inside the sphere; the ultrasoft energy is too low by 0.0140 Ha.

The orbitals show that reconstruction is not a privilege of PAW. One minus the overlap of the normalised orbital with the true one is 0.044 for the smooth ultrasoft orbital and 0.00026 after the transformation. For PAW the values are 0.040 and 0.000002. The rebuilt ultrasoft orbital is less accurate because its D_ij are, not because an all-electron orbital is missing. The energy error is a separate matter: even with the PAW orbital, the ultrasoft functional would omit R(ρ_P) = 0.0123 Ha.

**When the difference disappears**

The energy difference depends on how the augmentation charge is smoothed. Suppose it is not smoothed at all:

Q̂_ij = φ_i φ_j − φ̃_i φ̃_j.

Then ñ¹ + n̂ = n¹. The Hartree and exchange energies in F[n¹] − F̃[ñ¹ + n̂] cancel, leaving

ΔE(ρ) = Σ_ij ρ_ij ΔT_ij + ∫_in (v_ion − ṽ_ion) n¹ d³r.

This is linear in ρ, so R = 0 and the two methods coincide. The exchange cancellation would fail if a core density were included and smoothed differently in the two terms; this model has no core density.

Mixing a fraction λ of the true augmentation shape with 1 − λ of the smooth one gives, for f = 1.5, energy differences of 0.0143, 0.0076 and 0.0015 Ha at λ = 0, 0.5 and 0.9, and zero to numerical precision at λ = 1. Over the same range the PAW energy moves by less than 0.0001 Ha. The gap of 0.0143 Ha thus belongs to the fully smoothed charge, λ = 0, of this model. Practical ultrasoft potentials smooth Q̂_ij only inside a smaller radius and keep the true shape beyond it, so 0.39 eV should not be read as a typical PAW–ultrasoft discrepancy.

The true shape has a cost on the grid that represents the density; its effect on the orbital cutoff is not examined here. At wave number 12 bohr⁻¹, the Fourier component ∫Q̂_11 sin(kr)/(kr) d³r has magnitude 0.0006 for the smooth shape and 0.022 for the true one. PAW can use the smooth charge because its one-centre terms correct the error at the current occupancies. The ultrasoft method corrects it to first order about the reference, and so needs a more faithful augmentation charge when the atom's occupancies move far from their reference values.
